\section*{Hydrogen 2p in a Magnetic Field: Linear and Quadratic Terms, part 2}

At what magnetic field do the terms linear and quadratic in the field become comparable for hydrogen 2p with $m=\pm1$? The electron has charge $-e$ and mass $m_e$, the nucleus is fixed at the origin, and spin and relativistic corrections are left out. The uniform field $B>0$ points along $z$, and the vector potential $\mathbf A$ is in the symmetric gauge centred on the nucleus. In SI units, with potential $V$,
\begin{equation}
H=\frac{\mathbf p^2}{2m_e}+\frac{eB}{2m_e}L_z+\frac{e^2B^2}{8m_e}(x^2+y^2)+V(\mathbf r).
\label{eq:mainSI}
\end{equation}
In atomic units (lengths in bohr, energies in hartree, field in units of $\hbar/(ea_0^2)=2.35052\times10^5$ T), hydrogen has
\begin{equation}
H=\frac{\mathbf p^2}2-\frac1r+\frac B2L_z+\frac{B^2}8\rho^2,\qquad \rho^2=x^2+y^2 .
\label{eq:Hhyd}
\end{equation}
Here $\mathbf p=-i\hbar\nabla$ is the canonical momentum, and $L_z=xp_y-yp_x$ is conserved, with integer eigenvalue $m$ in atomic units. The mean of the quadratic term is $D$, and $R$ is its ratio to the size of the linear term. For $|m|=1$,
\begin{equation}
D=\frac{B^2}8\langle\rho^2\rangle,\qquad R=\frac{D}{B/2}=\frac B4\langle\rho^2\rangle .
\label{eq:R}
\end{equation}
The field-free 2p orbitals with $m=\pm1$ have energy $-\frac18$ hartree:
\begin{equation}
\psi_{\pm1}=\frac{(x\pm iy)\,\mathrm e^{-r/2}}{8\sqrt\pi} .
\label{eq:orb}
\end{equation}
With $\theta$ the angle from the $z$ axis, their means are
\begin{equation}
\langle r^2\rangle=\frac{6!}{4!}=30,\qquad
\langle\sin^2\theta\rangle=\frac{16/15}{4/3}=\frac45,\qquad
\langle\rho^2\rangle=24 .
\label{eq:24}
\end{equation}
For $m=0$, $\langle\rho^2\rangle=12$ and there is no linear term. The division into linear and quadratic terms depends on the gauge: in the Landau gauge $\mathbf A'=(0,Bx,0)$ the quadratic mean is twice as large.

The velocity is $\mathbf v=\mathbf p+\mathbf A$ in atomic units. The mechanical angular momentum, whose mean gives the sense of the circulation, is
\begin{align}
(\mathbf r\times\mathbf v)_z
&=x\left(p_y+\tfrac{Bx}2\right)-y\left(p_x-\tfrac{By}2\right)\nonumber\\
&=L_z+\tfrac B2\rho^2 ,
\label{eq:mech}
\end{align}
and the orbital magnetic moment along the field is
\begin{equation}
M_z=-\frac{\partial H}{\partial B}=-\frac12L_z-\frac B4\rho^2 .
\label{eq:moment}
\end{equation}

\subsection{Equal size in the unperturbed orbital}

In first order, the energy shift is the mean of the two field terms in the field-free orbital. The level $n=2$ is degenerate, but among its orbitals there is one with $m=+1$ and one with $m=-1$. The field terms conserve $m$, so these two orbitals mix with no other state of the level. Thus
\begin{equation}
E_{\pm1}\simeq-\frac18\pm\frac B2+\frac{B^2}8\cdot24=-\frac18\pm\frac B2+3B^2 .
\label{eq:first}
\end{equation}
The two field terms have equal size when $B/2=3B^2$. Besides $B=0$ the solution is
\begin{equation}
B_{\text{eq}}=\frac16\ \text{atomic unit}=\frac{2.35052\times10^5\ \text{T}}6=3.92\times10^4\ \text{T}.
\label{eq:Beq}
\end{equation}
In SI units the condition reads $e\hbar B/(2m_e)=e^2B^2\langle\rho^2\rangle/(8m_e)$. The mass cancels:
\begin{equation}
B_{\text{eq}}=\frac{4\hbar}{e\langle\rho^2\rangle},\qquad
\pi\langle\rho^2\rangle B_{\text{eq}}=\frac{4\pi\hbar}e=2\,\frac he .
\end{equation}
The terms are equal when the flux through a disc of area $\pi\langle\rho^2\rangle$ is two flux quanta $h/e$. Among orbitals with $|m|=1$, a larger $\langle\rho^2\rangle$ means a weaker field. For other $m$ the linear term has the size $|m|B/2$, and equality requires $B=4|m|/\langle\rho^2\rangle$ in atomic units.

The dependence on size can be followed along the orbitals with $m=l=n-1$, whose densities are proportional to $r^{2n-2}\mathrm e^{-2r/n}\sin^{2n-2}\theta$. The radial integral, with $r$ measured in units of $n/2$, gives $\langle r^2\rangle=(n/2)^2(2n+2)!/(2n)!$. Integration by parts gives $\int_0^\pi\sin^{k+2}\theta\,d\theta=\frac{k+1}{k+2}\int_0^\pi\sin^k\theta\,d\theta$, so with $k=2n-1$ the angular mean is $\langle\sin^2\theta\rangle=2n/(2n+1)$. The product is
\begin{equation}
\langle\rho^2\rangle=\frac{n^2}4(2n+2)(2n+1)\cdot\frac{2n}{2n+1}=n^3(n+1).
\end{equation}
The linear term is now $(n-1)B/2$, and equality requires $B=4(n-1)/[n^3(n+1)]$. For $n=2$ this is $\frac16$ again; for large $n$ it falls as $4/n^3$.

At $B_{\text{eq}}$ each term has the size $\frac1{12}=0.0833$ hartree, or $2.27$ eV. The first-order energies are
\begin{align}
E_{-1}&\simeq-0.1250-0.0833+0.0833=-0.1250\ \text{hartree},\nonumber\\
E_{+1}&\simeq-0.1250+0.0833+0.0833=+0.0417\ \text{hartree}.
\end{align}
The terms cancel for $m=-1$ and add for $m=+1$.

In a laboratory field of 10 T the linear term is $5.79\times10^{-4}$ eV and the quadratic term $1.48\times10^{-7}$ eV. Their ratio is $10/(3.92\times10^4)=2.55\times10^{-4}$. For this orbital the quadratic term is then a small correction to the linear one. In real hydrogen at 10 T it is also smaller than effects left out of the model: spin-orbit coupling shifts the $m=\pm1$ levels by about $1.5\times10^{-5}$ eV, and the finite proton mass changes the linear term by the fraction $m_e/M_p$, about $3\times10^{-7}$ eV.

\subsection{Why the orbital must shrink}

First-order theory is exact for the linear term, because $L_z$ is conserved. For the quadratic term it requires a shift that is small on the scale of the field-free energies. At $B_{\text{eq}}$ the quadratic term is $0.0833$ hartree, two thirds of the binding energy $0.125$ hartree. The orbital will change, and the ratio $R$ with it.

Let $\varepsilon(B)$ be the lowest eigenvalue of
\begin{equation}
h=\frac{\mathbf p^2}2-\frac1r+\frac{B^2}8\rho^2
\end{equation}
among states with $|m|=1$ that are even under $z\to-z$. Both symmetries are conserved. At $B=0$ this state is 2p, with $\varepsilon(0)=-\frac18$. The full energy is $E_{\pm1}=\pm B/2+\varepsilon(B)$. From here on, $\langle\;\rangle_B$ is a mean in this relaxed state, and $D$ and $R$ are formed with it.

The variational principle, used twice, limits the change. First, take the field-free orbital as a trial function for $h$:
\begin{equation}
\varepsilon(B)\le\varepsilon(0)+3B^2 .
\label{eq:up}
\end{equation}
Second, take the relaxed state as a trial function for the field-free problem. Its mean field-free energy is $\varepsilon(B)-D$, so
\begin{equation}
\varepsilon(0)\le\varepsilon(B)-D .
\label{eq:low}
\end{equation}
Together these inequalities give
\begin{equation}
D\;\le\;\varepsilon(B)-\varepsilon(0)\;\le\;3B^2 .
\label{eq:chain}
\end{equation}
Since $D=B^2\langle\rho^2\rangle_B/8$, the outer members imply $\langle\rho^2\rangle_B\le24$. The field does not widen the orbital across its axis, and $R$ is at most the first-order value $6B$.

The relaxed states were computed by diagonalizing $h$ in a basis of Laguerre radial functions with odd angular momenta from 1 to 15; the numerical check includes enlargement of this basis. At $B_{\text{eq}}$ the three members of Eq.~\eqref{eq:chain} are
\begin{equation}
0.0443\;<\;0.0561\;<\;0.0833\quad\text{hartree}.
\label{eq:three}
\end{equation}
The first-order shift exceeds the relaxed one by nearly half of the latter.

\subsection{Energy balance of the relaxed orbital}

Write $T=\langle\mathbf p^2/2\rangle_B$ and $C=\langle1/r\rangle_B$. Replace the relaxed state $\psi(\mathbf r)$ by the normalized function $s^{3/2}\psi(s\mathbf r)$. All lengths shrink by the factor $s$, and the mean of $h$ becomes $s^2T-sC+D/s^2$. It must be stationary at $s=1$, which gives
\begin{equation}
2T-C-2D=0 .
\label{eq:virial}
\end{equation}
With $\varepsilon=T-C+D$ it follows that $\varepsilon=2D-C/2$. At $B_{\text{eq}}$,
\begin{align}
\varepsilon&=-0.1250+0.0561=-0.0689,\nonumber\\
C&=2(2D-\varepsilon)=2(0.0886+0.0689)=0.315,\nonumber\\
T&=D+\tfrac12C=0.0443+0.1575=0.202,
\end{align}
all in hartree. Without the field, $D=0$ and $\varepsilon=-\frac18$ give $C=\frac14$ and $T=\frac18$. The contraction raises $T$ by $0.077$ and lowers the Coulomb energy by $0.065$. Adding the quadratic mean gives $0.077-0.065+0.044=0.056$ hartree, the relaxed shift. The contraction pays because it reduces the quadratic term by more than its net cost of $0.012$ hartree.

\subsection{The ratio from weak to strong fields}

The computed ratios are as follows, with $B$ in atomic units and $\langle\rho^2\rangle_B$ in bohr$^2$.

\begin{center}
\begin{tabular}{cccc}
$B$ & $6B$ & $R$, relaxed & $\langle\rho^2\rangle_B$\\[2pt]
0.0100 & 0.060 & 0.060 & 23.8\\
0.0500 & 0.300 & 0.260 & 20.8\\
0.1667 & 1.000 & 0.532 & 12.8\\
0.5000 & 3.000 & 0.735 & 5.88\\
1.0000 & 6.000 & 0.822 & 3.29\\
2.0000 & 12.000 & 0.882 & 1.76
\end{tabular}
\end{center}

At $B=0.01$ the field-free orbital is adequate: $\langle\rho^2\rangle_B$ is below 24 by less than one per cent. At $B=0.05$ the reduction is already 13 per cent. At $B_{\text{eq}}$ the relaxed quadratic term is about half the linear one. In the range computed, the relaxed ratio rises but does not reach 1.

The free electron supplies a value for comparison. Without the nucleus, the transverse motion with $m=\pm1$ has the state $G(\rho)\,\mathrm e^{\pm i\varphi}$ with $G=\rho\,\mathrm e^{-B\rho^2/4}$. Differentiation gives
\begin{equation}
G''+\frac{G'}\rho-\frac G{\rho^2}=\left(-2B+\frac{B^2\rho^2}4\right)G .
\end{equation}
Multiplied by $-\frac12$, this is $(B-B^2\rho^2/8)G$. The quadratic term cancels the second part, which leaves the eigenvalue $B$. With the linear term the energy is $B/2$ for $m=-1$, the lowest Landau level. The substitution $t=B\rho^2/2$ gives the width:
\begin{equation}
\langle\rho^2\rangle=\frac{\int_0^\infty\rho^5\mathrm e^{-B\rho^2/2}d\rho}{\int_0^\infty\rho^3\mathrm e^{-B\rho^2/2}d\rho}
=\frac2B\cdot\frac{2!}{1!}=\frac4B,\qquad R=1 .
\label{eq:free}
\end{equation}
In this free state with $|m|=1$, where the field alone sets the width, the quadratic term equals the linear one in size at any $B$. Among free states without radial nodes and with $m\ne0$, the equality holds only for $|m|=1$: for the function $\rho^{|m|}\mathrm e^{-B\rho^2/4}$ the same substitution gives $\langle\rho^2\rangle=\frac2B\,(|m|+1)!/|m|!=2(|m|+1)/B$, and the ratio of the quadratic term to $|m|B/2$ is $(|m|+1)/(2|m|)$. In the computed hydrogen states the width is smaller than $4/B$, as one expects when the nucleus also attracts the electron. That $R$ stays below 1 at every field and tends to 1 in the strong-field limit is a conjecture suggested by these values; it is not proved here.

\subsection{Where the circulation reverses}

The value $R=\frac12$ has a direct physical meaning for $m=-1$. In a normalized eigenstate, the change of the wave function with $B$ does not contribute to $dE/dB$, because the energy is stationary under such changes. Therefore
\begin{equation}
\frac{dE_{-1}}{dB}=\left\langle\frac{\partial H}{\partial B}\right\rangle_B
=-\frac12+\frac B4\langle\rho^2\rangle_B=R-\frac12 .
\label{eq:slope}
\end{equation}
The orbital magnetic moment is minus this slope, and the mechanical angular momentum is twice the slope, $-1+\frac B2\langle\rho^2\rangle_B=2R-1$. At $R=\frac12$ both vanish. In weaker fields the level falls as $B$ grows. Beyond this point, in the range computed, it rises, and the mean circulation of the electron has changed sign. The minimum of the energy belongs to the model without spin. The spin term adds about $\pm\frac12$ to the slope, which becomes about $R-1$ for spin down and $R$ for spin up. In the range computed the spin-down level therefore keeps falling and the spin-up level keeps rising, while the reversal of the orbital circulation stays at $R=\frac12$.

The field-free orbital puts the reversal at $6B=\frac12$, or $B=\frac1{12}$. The relaxed calculation puts it at
\begin{equation}
B=0.145\ \text{atomic unit}=3.40\times10^4\ \text{T}.
\end{equation}
This is close to $B_{\text{eq}}=3.92\times10^4$ T, although the two fields answer different questions. The first marks a property of the relaxed state. The second marks the equality of two means in the unperturbed orbital, which is not the state of the atom at that field. As a scale both say the same: for hydrogen 2p with $m=\pm1$, the linear and quadratic terms become comparable at a few times $10^4$ T. In the relaxed state they remain comparable in the stronger fields of the table.

\section*{Computed results}
\begin{verbatim}
HYDROGEN 2p, FIELD-FREE ORBITALS
<r^2>, any m: 30 bohr^2
<sin^2 theta>, |m|=1: 0.80
<x^2+y^2>, |m|=1: 24 bohr^2
<x^2+y^2>, m=0: 12 bohr^2
quadratic mean, Landau/symmetric gauge: 2.0
EQUALITY FIELD, |m|=1
B_equal: 0.166667 a.u.
atomic unit of field: 2.35052e+05 T
B_equal: 3.9175e+04 T
size of linear term there: 2.2676 eV
quadratic term there: 2.2676 eV
each term there: 0.083333 hartree
first-order energy, m=-1: -0.125000 hartree
first-order energy, m=+1: 0.041667 hartree
LABORATORY FIELD
chosen field: 10.0 T
size of linear term: 5.7884e-04 eV
quadratic term: 1.4776e-07 eV
quadratic/linear: 2.5526e-04
RELAXED STATE AT B_equal
first-order diamagnetic shift: 0.08333 hartree
relaxed diamagnetic shift: 0.05606 hartree
relaxed quadratic mean: 0.04430 hartree
RATIO R = quadratic/linear in size, |m|=1
B=0.0100 a.u.: R unperturbed 0.060, relaxed 0.060, relaxed <x^2+y^2> 23.818 bohr^2
B=0.0500 a.u.: R unperturbed 0.300, relaxed 0.260, relaxed <x^2+y^2> 20.794 bohr^2
B=0.1667 a.u.: R unperturbed 1.000, relaxed 0.532, relaxed <x^2+y^2> 12.759 bohr^2
B=0.5000 a.u.: R unperturbed 3.000, relaxed 0.735, relaxed <x^2+y^2> 5.881 bohr^2
B=1.0000 a.u.: R unperturbed 6.000, relaxed 0.822, relaxed <x^2+y^2> 3.286 bohr^2
B=2.0000 a.u.: R unperturbed 12.000, relaxed 0.882, relaxed <x^2+y^2> 1.764 bohr^2
free electron, lowest Landau level, m=-1: R = 1.0
relaxed R = 1/2 at B = 0.1447 a.u.
relaxed R = 1/2 at B = 3.401e+04 T
\end{verbatim}
